\section*{Charged-Defect Formation Energies and Why Transition Levels Ignore Atomic Reservoirs}

\section{Purpose and conventions}

Subtracting the total energy of a perfect oxide from that of the same oxide with a charged oxygen vacancy does not give a formation energy. The two systems contain different numbers of atoms and electrons, and the difference changes when the zero of electric potential is moved. If the missing particles are accounted for wrongly, two errors can follow. Concentrations may come out wrong by exponential factors, and the charge transition levels may seem to need recalculation for every oxygen pressure.

Let a defect $D$ be made by adding $n_i$ neutral atoms of kind $i$ to the host crystal; $n_i$ is negative for atoms removed. An oxygen vacancy has $n_{\rm O}=-1$. Its charge is $qe$, with $e>0$, so that $q$ electrons are missing relative to the neutral defect. The energy of an added electron is $\mu_e=E_V+E_F$, where $E_V$ is the valence-band edge and $E_F$ the Fermi level measured from it. Energies are in eV.

The quantities $E(D^q)$ and $E_{\rm host}$ refer to equal-sized crystals, with one isolated defect in the first and the same potential far from it as in the second. At finite temperature they are free energies, without the choice of site and the spin degeneracy, which are counted separately. The host phase and its composition are fixed, and defects are dilute.

\section{Formation energy from a closed system}

Enclose the crystal, the atom reservoirs and an electron reservoir in one closed system. Let $F_i(N_i)$ and $F_e(N_e)$ be the reservoir free energies, with
\begin{equation}
\mu_i=\frac{\partial F_i}{\partial N_i},\qquad
\mu_e=\frac{\partial F_e}{\partial N_e}.
\end{equation}
Making the defect takes $n_i$ neutral atoms, with all their electrons, from reservoir $i$. To leave the charge $qe$ behind, $q$ electrons then go to the electron reservoir. A Taylor expansion gives
\begin{align}
F_i(N_i-n_i)-F_i(N_i)&=-n_i\mu_i+\tfrac12 n_i^2F_i''+\cdots,\\
F_e(N_e+q)-F_e(N_e)&=q\mu_e+\tfrac12 q^2F_e''+\cdots .
\end{align}
A reservoir free energy is extensive, $F(N)=N_0f(N/N_0)$ for a reservoir of size $N_0$. Its second derivative is $f''/N_0$, which vanishes for a large reservoir. Adding the change in the crystal gives the formation energy
\begin{equation}
E_f(D^q)=E(D^q)-E_{\rm host}-\sum_i n_i\mu_i+q(E_V+E_F).
\label{eq:formation}
\end{equation}
For a vacancy, $-n_{\rm O}\mu_{\rm O}=+\mu_{\rm O}$: the removed atom is delivered to the reservoir. For positive $q$, a higher Fermi level raises the cost, because the released electrons must enter at a higher energy.

\subsection{Zero of potential and choice of particles}

Raise the potential energy of every electron by $C$. A nucleus of atomic number $Z$ then shifts by $-ZC$. A system with $N_{\rm el}$ electrons shifts by
\begin{equation}
C\Bigl(N_{\rm el}-\sum Z\Bigr)=-qC .
\end{equation}
The neutral host and neutral atoms do not shift, while $qE_V$ shifts by $+qC$. The sum in \eqref{eq:formation} is therefore unchanged. This cancellation requires $E(D^q)$ and $E_V$ to share one potential zero.

A reservoir may exchange ions of charge $z_ie$ instead of atoms. Since an ion is an atom less $z_i$ electrons, equilibrium gives $\tilde\mu_i=\mu_i-z_i\mu_e$. The ions already bring the charge $\sum_i n_iz_i$, so only $q-\sum_i n_iz_i$ electrons are released. The reservoir terms become
\begin{align}
&-\sum_i n_i(\mu_i-z_i\mu_e)
+\Bigl(q-\sum_i n_iz_i\Bigr)\mu_e\nonumber\\
&\qquad=-\sum_i n_i\mu_i+q\mu_e .
\end{align}
The bookkeeping by ions and by atoms gives the same formation energy.

\subsection{Concentration}

Consider one site that is either perfect or holds the defect in charge state $q$, with $g_q$ spin states. The perfect site has relative weight 1. Each defect state has the Boltzmann weight of the free-energy change of the closed system, so
\begin{equation}
x_q=g_qe^{-E_f(D^q)/kT},\qquad
P_q=\frac{x_q}{1+\sum_r x_r}.
\end{equation}
For $N_s$ independent sites per volume the concentration is $c_q=N_sP_q$. When all $x_r\ll1$, this becomes
\begin{equation}
c_q=N_sg_qe^{-E_f(D^q)/kT}.
\label{eq:conc}
\end{equation}

A closed model with finite reservoirs tests this law. It has 400 vacancy sites at 600 K, with $E(D^q)-E_{\rm host}=0.92$, 0.54 and 0.08 eV for $q=0,1,2$ and $g_q=1,2,1$. The electron reservoir has equally spaced levels from 0.3 to 0.5 eV, 45\% filled. The atom reservoir has 20 times as many sites as there are electron levels, an energy of $-0.5$ eV per atom, and a filling of 0.3 or 0.6. Summing over all distributions with up to 15 vacancies in each charge state gives the mean populations. Their largest deviation, relative to the formula, is 6.8\% for 500 electron levels and 0.9\% for 4000. The error falls as the reservoirs grow, as the expansion requires.

\section{Independence of the transition levels}

Separate the part of the formation energy that belongs to the charge state:
\begin{align}
E_f(D^q)&=A_q-\sum_i n_i\mu_i+qE_F,\\
A_q&=E(D^q)-E_{\rm host}+qE_V .
\end{align}
The transition level $\varepsilon(q/q')$ is the value of $E_F$ at which two charge states of the same defect have equal formation energies:
\begin{equation}
A_q-\sum_i n_i\mu_i+q\varepsilon
=A_{q'}-\sum_i n_i\mu_i+q'\varepsilon .
\end{equation}
Both states contain the same atoms, so the sums cancel. Collecting $\varepsilon$ gives
\begin{equation}
\varepsilon(q/q')=\frac{A_q-A_{q'}}{q'-q},\qquad
\frac{\partial\varepsilon(q/q')}{\partial\mu_i}=0 .
\label{eq:level}
\end{equation}
The second statement holds because, for a fixed host and dilute defects, $A_q$ contains no reservoir variable. Physically, a transition at the level exchanges electrons and no atoms.

The closed model shows this in its populations. Since $g_2=g_0$, equation \eqref{eq:conc} gives
\begin{equation}
\varepsilon(2{+}/0)=\mu_e+\frac{kT}{2}\ln\frac{c_2}{c_0},
\end{equation}
with energies measured from the model's own zero. The defect energies give $(0.92-0.08)/2=0.42$ eV. With 4000 electron levels, the counted populations give 0.4198 eV at $\mu_{\rm atom}=-0.544$ eV and 0.4199 eV at $-0.479$ eV.

\subsection{Equal populations at finite temperature}

Equal formation energies do not mean equal populations when the spin degeneracies differ. Setting $c_q=c_{q'}$ and taking logarithms gives
\begin{equation}
\ln g_q-\frac{A_q+qE_F}{kT}
=\ln g_{q'}-\frac{A_{q'}+q'E_F}{kT},
\end{equation}
and hence
\begin{equation}
E_F=\varepsilon(q/q')+\frac{kT}{q-q'}\ln\frac{g_q}{g_{q'}} .
\end{equation}
The additional term is also free of $\mu_i$.

\subsection{Which levels appear}

Plotted against $E_F$, each charge state is a line of slope $q$. A change of reservoir moves all lines of one defect vertically by the same amount, so the kinks of their lower envelope keep their positions.

For charges 0, 1 and 2, equation \eqref{eq:level} gives
\begin{align}
\varepsilon(+/0)&=A_0-A_1,\qquad
\varepsilon(2{+}/+)=A_1-A_2,\\
\varepsilon(2{+}/0)&=\tfrac12(A_0-A_2)
=\tfrac12[\varepsilon(+/0)+\varepsilon(2{+}/+)] .
\end{align}
The neutral state lies below the single charge when $E_F>\varepsilon(+/0)$. The double charge lies below it when $E_F<\varepsilon(2{+}/+)$. If $\varepsilon(+/0)<\varepsilon(2{+}/+)$, these ranges cover every Fermi level, and the single charge is nowhere the most stable state. The envelope then has one kink, at $\varepsilon(2{+}/0)$. This ordering is called negative $U$, and it too is independent of the reservoirs.

\section{What still depends on the reservoirs}

\subsection{Defects of different composition}

Let defects $a$ and $b$ contain different numbers $n_a$ and $n_b$ of the atom whose potential is varied. Their lines cross where
\begin{equation}
A_a-n_a\mu+q_aE_F=A_b-n_b\mu+q_bE_F .
\end{equation}
Differentiating with respect to $\mu$ gives
\begin{equation}
\frac{dE_F}{d\mu}=\frac{n_a-n_b}{q_a-q_b}.
\label{eq:crossing}
\end{equation}
Such a crossing is not a transition level of one defect, and it moves with the reservoir.

\subsection{The Fermi level of an undoped crystal}

The theorem fixes the level, not the Fermi level. Suppose that electrons balance charged oxygen vacancies, with holes negligible: $n=\sum_qqc_q$. For nondegenerate electrons $n\propto e^{E_F/kT}$, while $c_q\propto e^{-(\mu_{\rm O}+qE_F)/kT}$. Differentiation of the neutrality condition gives
\begin{equation}
n\,dE_F=-\sum_qqc_q\,(d\mu_{\rm O}+q\,dE_F).
\end{equation}
Replacing $n$ by $\sum_qqc_q$ and collecting $dE_F$ yields
\begin{equation}
\frac{dE_F}{d\mu_{\rm O}}=
-\left[1+\frac{\sum_qq^2c_q}{\sum_qqc_q}\right]^{-1}.
\label{eq:fermi}
\end{equation}
The slope is $-1/2$ if the charged vacancies are all single and $-1/3$ if they are all double. A more reducing reservoir therefore raises $E_F$ and can carry it across a fixed transition level.

\section{The oxygen reservoir}

Measure $\Delta\mu_{\rm O}$ from half the energy of an O$_2$ molecule in its ground state. For $N$ ideal-gas molecules with single-molecule partition function $z$, $F=-kT\ln(z^N/N!)$. With Stirling's formula, $\mu_{{\rm O}_2}=-kT\ln(z/N)$. The translational factor is $V/\lambda^3$, with $\lambda=h/\sqrt{2\pi mkT}$ and $V/N=kT/p$. The electronic spin triplet gives a factor 3. Nuclear symmetry admits only odd rotational states, which gives $kT/2B$ when $kT\gg B$. Here $B=\hbar^2/2I$ and $I=mr^2/4$, with $m$ the molecular mass and $r$ the bond length. A harmonic vibration of quantum $\hbar\omega$ supplies the last factor. Thus
\begin{equation}
\Delta\mu_{\rm O}=-\frac{kT}{2}\ln\left[
\frac{kT}{p\lambda^3}\,\frac{3kT}{2B}\,
\frac{1}{1-e^{-\hbar\omega/kT}}\right].
\end{equation}
For 600 K, an oxygen pressure of 150 Torr (roughly that in air), $r=0.121$ nm and $\hbar\omega=0.196$ eV, this gives $-0.653$ eV. This reservoir is called ``air'' below.

The other end is set by the metal. Adding one formula unit to an oxide MO in equilibrium costs nothing, so $\mu_{\rm M}+\mu_{\rm O}=\mu_{\rm MO}$. Relative to the pure metal and O$_2$, and with the thermal free energies of the solids neglected,
\begin{equation}
\Delta\mu_{\rm M}+\Delta\mu_{\rm O}=\Delta H .
\end{equation}
At contact with the metal $\Delta\mu_{\rm M}=0$, hence $\Delta\mu_{\rm O}=\Delta H$.

\section{Example: oxygen vacancies in an oxide on its metal}

The parameters are rough round values in the regime of zinc oxide on zinc: a gap of 3.4 eV, $\Delta H=-3.6$ eV, electron and hole masses of 0.3 and 0.6 free-electron masses, relative permittivity 8, and $4\times10^{22}$ oxygen sites per cm$^3$. At $\Delta\mu_{\rm O}=0$ and $E_F=0$ the formation energies for $q=0,1,2$ are set to 4.6, 2.7 and 0.2 eV. They are model inputs, not computed total energies. The temperature is held at 600 K, where $kT=0.0517$ eV.

The levels above the valence edge are
\begin{align}
\varepsilon(+/0)&=4.6-2.7=1.9\ {\rm eV},\\
\varepsilon(2{+}/+)&=2.7-0.2=2.5\ {\rm eV},\\
\varepsilon(2{+}/0)&=(4.6-0.2)/2=2.2\ {\rm eV}.
\end{align}
The order is that of negative $U$. At 2.2 eV the single charge lies 0.3 eV above the other two. With $g_1=2$ and $g_0=1$, equal single-charge and neutral populations occur at $1.9+0.0517\ln2=1.94$ eV.

Adding $\Delta\mu_{\rm O}$ gives the formation energies at $E_F=0$, in eV. ``Middle'' is halfway between air and metal contact in $\Delta\mu_{\rm O}$.
\begin{center}
\begin{tabular}{lrrrr}
Reservoir & $\Delta\mu_{\rm O}$ & $q=0$ & $q=1$ & $q=2$\\
Air & $-0.65$ & 3.95 & 2.05 & $-0.45$\\
Middle & $-2.13$ & 2.47 & 0.57 & $-1.93$\\
Metal & $-3.60$ & 1.00 & $-0.90$ & $-3.40$
\end{tabular}
\end{center}
Scanning the lowest line across the gap in steps of 0.1 meV finds one kink for each reservoir, at 2.200 eV. A negative entry does not by itself mean that the oxide is unstable, because $E_F=0$ is not the equilibrium Fermi level here.

\subsection{Donor-doped crystal}

Take $10^{17}$ cm$^{-3}$ ionized shallow donors. The conduction-band effective density is $1.17\times10^{19}$ cm$^{-3}$, so
\begin{equation}
E_F=3.4+0.0517\ln\frac{10^{17}}{1.17\times10^{19}}
=3.15\ {\rm eV}
\end{equation}
for all three reservoirs. This is above 2.2 eV, and the vacancy is neutral. At the metal its concentration is
\begin{equation}
c_0=4\times10^{22}e^{-1.00/0.0517}
=1.6\times10^{14}\ {\rm cm}^{-3}.
\end{equation}
In the middle it is 67 cm$^{-3}$, and in air $2.8\times10^{-11}$ cm$^{-3}$, which means no equilibrium vacancies in any practical sample. The reservoir changes the number of vacancies enormously and their level not at all.

\subsection{Ideal undoped crystal}

Without donors, electrons and holes balance each other in air. Equating their densities gives
\begin{equation}
E_F=\frac{3.4}{2}+\frac{0.0517}{2}
\ln\frac{3.30\times10^{19}}{1.17\times10^{19}}=1.73\ {\rm eV}.
\end{equation}
Full neutrality gives 1.93 eV in the middle and 2.42 eV at the metal. The last value has crossed the fixed level at 2.2 eV. In the middle there are $2.5\times10^6$ doubly charged vacancies per cm$^3$ against 67 neutral ones. At the metal there are $1.6\times10^{14}$ neutral against $2.9\times10^{10}$ doubly charged. The prevailing charge state has changed because $E_F$ moved.

At the metal the single-charge concentration is $1.3\times10^{10}$ cm$^{-3}$. The ratio in \eqref{eq:fermi} is then
\begin{equation}
\frac{1.3+4(2.9)}{1.3+2(2.9)}=1.82,
\end{equation}
and the slope is $-1/2.82=-0.355$, in agreement with the numerical derivative of the neutrality solution.

These numbers describe separately equilibrated bulk crystals. The carrier Debye length is about 18 $\mu$m at the metal, 2 mm in the middle and 1 cm in air. Mobile charged vacancies also screen, and shorten the screening length to about 11 $\mu$m at the metal and 1.2 mm in the middle. An undoped scale thinner than the screening length cannot be treated as locally neutral. With the donors it is 15 nm.

\subsection{A crossing that moves}

A doubly negative metal vacancy is given a formation energy of 10.6 eV at $\Delta\mu_{\rm M}=0$ and $E_F=0$. Because $\Delta\mu_{\rm M}=\Delta H-\Delta\mu_{\rm O}$, removing a metal atom counts as $n=+1$ in terms of oxygen. Equation \eqref{eq:crossing} gives a slope of $(-1-1)/(2+2)=-1/2$ for its crossing with the doubly positive oxygen vacancy. The crossing moves from 2.03 eV in air to 2.76 eV in the middle.

\section{Real oxides and the limits of the model}

Zinc oxide is ordinarily n-type, so the undoped crystal is an idealization. Its neutrality condition also omits other possible donors, such as metal interstitials and hydrogen, which could change the Fermi level. Introducing the stated donors moves $E_F$ by 1.4 eV in air and by 0.7 eV at the metal, and removes the change of charge state. Calculated vacancy energies also depend on the electronic-structure method, and the round inputs here should not be used as material data. Equilibrium itself is assumed; slow atomic motion can preserve an earlier defect population.

Some other neglected effects can be estimated with the example's own numbers. None of those listed moves the level or the doped Fermi level by more than 0.12 eV:
\begin{itemize}
\item A gap narrowing of 0.4 meV/K from 300 to 600 K amounts to 0.12 eV. With the defect levels held fixed from the valence edge, the doped Fermi level becomes about 3.03 eV, still above 2.2 eV.
\item If 12 classical vibrations differ by 10\% in frequency between charges 0 and 2, the level moves by $12kT\ln(1.1)/2=0.03$ eV. This shift is independent of $\mu_i$.
\item Einstein temperatures of 170 K for the metal, and of 220 and 650 K for the oxide, with three modes at each, change $\Delta\mu_{\rm O}$ at the metal by $-0.03$ eV. With the free energies $A_q$ held at their input values, the vacancy concentration rises by a factor $e^{0.03/0.0517}\approx1.8$. The same vibrations also enter $A_q$: losing three 650 K modes with the removed oxygen would add about 0.06 eV and turn the rise into a fall by a factor of about 2. Both terms are common to all charge states, so the level does not move.
\item In doped air-equilibrated oxide, metal vacancies reach $2\times10^{11}$ cm$^{-3}$. They far outnumber oxygen vacancies but hardly affect neutrality against $10^{17}$ donors.
\item At that doping, Boltzmann statistics overestimate the electron density by 0.3\% relative to Fermi--Dirac statistics at the same $E_F$.
\end{itemize}

Screening marks a limit of the theorem. In linear Debye screening, the cloud around charge $qe$ has density $-qe\,e^{-r/\lambda_D}/(4\pi\lambda_D^2r)$. Integrating its Coulomb potential at the centre gives $-qe/(4\pi\epsilon\lambda_D)$, with $\epsilon$ the permittivity. Charging the defect gradually supplies a factor one half:
\begin{equation}
\Delta E_q=-\frac{q^2e^2}{8\pi\epsilon\lambda_D}.
\end{equation}
For $q=2$ and $\lambda_D=15$ nm this is $-0.024$ eV, which raises $\varepsilon(2{+}/0)$ by 0.012 eV. This is only an order of magnitude: an electron's screened attraction to the double charge exceeds $kT$ within about 5 nm, where linear screening fails, and electrons bound there can make the shift larger. If the reservoir changes the carrier density, it changes $\lambda_D$ and hence, weakly, the level. Larger departures are possible when defects are concentrated or the host changes composition or phase, because $A_q$ then depends on the reservoir.

\section{Consequences for implementation}

Compute $A_q$ once for each charge state, obtain the levels from \eqref{eq:level}, and add the reservoir terms afterwards. An error in $\mu_{\rm O}$, such as a poor O$_2$ energy, changes all formation energies of the vacancy equally and leaves its levels intact.

Charge-dependent errors do not cancel. If $A_q$ carries an error $\delta_q$, then
\begin{equation}
\delta\varepsilon(q/q')=\frac{\delta_q-\delta_{q'}}{q'-q}.
\end{equation}
A misaligned valence edge, $E_V\to E_V+C$ with $E(D^q)$ unchanged, has $\delta_q=qC$ and shifts every level by $-C$. In a periodic supercell, the interaction of the charged defect with its images and the compensating background must likewise be removed before $A_q$ is formed. The Fermi level is then found from charge neutrality, or set by a contact, for the chosen reservoirs. The numerical output below lists the values for all three.

\section*{Computed values}
\begin{verbatim}
Temperature 600 K, kT 0.0517 eV
O2 pressure 150 Torr
O2 bond 0.121 nm, vibration quantum 0.196 eV
Closed test: error small reservoir 6.77 %
Closed test: error large reservoir 0.92 %
Closed test: level from energies 0.4200 eV
  mu_atom -0.5438 eV: counted level 0.4198 eV
  mu_atom -0.4790 eV: counted level 0.4199 eV
Gap 3.4 eV, oxide formation -3.6 eV
Masses: electron 0.3, hole 0.6 m_e
Relative permittivity 8
Oxygen sites 4.0e+22 cm^-3
Band densities Nc 1.17e+19, Nv 3.30e+19 cm^-3
Base energies q=0,1,2: 4.6, 2.7, 0.2 eV
Levels 2+/0 2.20, +/0 1.90, 2+/+ 2.50 eV
Equal + and 0 populations at 1.936 eV
Charge + above envelope at 2+/0: 0.30 eV
air: dmu_O -0.653 eV, scanned kink 2.200 eV
  E_f at E_F=0, q=0,1,2: 3.95, 2.05, -0.45 eV
middle: dmu_O -2.126 eV, scanned kink 2.200 eV
  E_f at E_F=0, q=0,1,2: 2.47, 0.57, -1.93 eV
metal: dmu_O -3.600 eV, scanned kink 2.200 eV
  E_f at E_F=0, q=0,1,2: 1.00, -0.90, -3.40 eV
Shallow donors 1e+17 cm^-3:
  air: E_F 3.154 eV, Debye length 15.1 nm
    V0 2.8e-11, V+ 1.6e-21, V2+ 2.6e-27 cm^-3
  middle: E_F 3.154 eV, Debye length 15.1 nm
    V0 6.7e+01, V+ 3.9e-09, V2+ 6.3e-15 cm^-3
  metal: E_F 3.154 eV, Debye length 15.1 nm
    V0 1.6e+14, V+ 9.4e+03, V2+ 1.5e-02 cm^-3
Shallow donors 0e+00 cm^-3:
  air: E_F 1.727 eV, Debye length 1.05e+07 nm
    V0 2.8e-11, V+ 1.6e-09, V2+ 2.5e-03 cm^-3
  middle: E_F 1.928 eV, Debye length 2.14e+06 nm
    V0 6.7e+01, V+ 7.8e+01, V2+ 2.5e+06 cm^-3
  metal: E_F 2.422 eV, Debye length 1.79e+04 nm
    V0 1.6e+14, V+ 1.3e+10, V2+ 2.9e+10 cm^-3
Undoped, metal side: dE_F/dmu_O -0.355
V_O(2+)/V_M(2-) crossing: air 2.026, middle 2.763 eV
Crossing slope with mu_O -0.500
Metal vacancy base energy 10.6 eV
Neglected: metal vacancies, doped, air 2.0e+11 cm^-3
Neglected: gap narrowing (0.4 meV/K) 0.12 eV
Neglected: 12 modes changed 10 %, level 0.030 eV
Neglected: solids' thermal energy -0.030 eV
Neglected: screening of 2+, doped -0.024 eV
Neglected: carrier degeneracy 0.30 %
\end{verbatim}
